# How a Dielectric Insert Changes Electroresistance and Read Current: verification in Python

```python
"""
Result under test: in a metal 1 / ferroelectric / insert / metal 2 junction,
polarization moves the ferroelectric/insert interface potential. This shifts
the whole insert barrier with one sign, also shifts the mean ferroelectric
barrier, and can increase the ON/OFF current ratio. Both currents fall as the
insert thickens, so a constant background gives an optimum observed ratio.

Symbols: P polarization (positive toward insert), t thickness, eps relative
permittivity, s metal screening length / metal permittivity, U barrier above
the Fermi level, m mass / free-electron mass, phi electrostatic potential.
Lengths are nm, energies eV, and P is C/m2 inside the program.
The conductance formula is tested by a sliced Schrodinger calculation, and the
potential formula by a finite-volume Poisson calculation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

Q = const.e
EPS0 = const.epsilon_0
WAVE = np.sqrt(2 * const.m_e * Q) / const.hbar * 1e-9
G_SPIN = 2 * Q**2 / const.h
P0 = 0.05
T_FERRO = 3.0
EPS_F, EPS_D = 30.0, 9.0
LAMBDA = (0.04, 0.10)
EPS_METAL = 2.0
SCREEN = tuple(length / EPS_METAL for length in LAMBDA)
U_F, U_D = 2.0, 3.0
MASSES = (0.2, 0.3)
E_FERMI = 5.0
AREA_UM2 = 100.0
AREA_NM2 = AREA_UM2 * 1e6
V_READ = 0.1
BACKGROUND = 1e-13
TEMPERATURE = 300.0
TRAPS_CM2 = 1e13
COERCIVE = 1.5
EPS_OPTICAL = 4.0


def potentials(p, td, tf=T_FERRO, screen=SCREEN, bias=0.0, trapped=0.0):
    """Displacement in ferroelectric and the three barrier-edge potentials."""
    af, ad = tf / EPS_F, td / EPS_D
    total = af + ad + sum(screen)
    displacement = (p * af - trapped * (ad + screen[1])
                    - EPS0 * bias * 1e9) / total
    scale = 1e-9 / EPS0
    left = -displacement * screen[0] * scale
    interface = left - (displacement - p) * af * scale
    right = interface - (displacement + trapped) * ad * scale
    return displacement, np.array([left, interface, right])


def barrier_edges(phi):
    return np.array([U_F - phi[0], U_F - phi[1],
                     U_D - phi[1], U_D - phi[2]])


def formula_modes(edges, td, tf=T_FERRO, masses=MASSES, energy=0.0, bias=0.0):
    """Analytic transmission integrated over transverse modes, in 1/nm2."""
    a, b, c, d = [edge - energy for edge in edges]
    kf, kd = WAVE * np.sqrt(masses[0]), WAVE * np.sqrt(masses[1])

    def mean_root(u, v):
        return 2 * (u + np.sqrt(u*v) + v) / (3*(np.sqrt(u) + np.sqrt(v)))

    action = 2 * (kf*tf*mean_root(a, b) + kd*td*mean_root(c, d))
    spread = (2*tf / (kf*(np.sqrt(a) + np.sqrt(b)))
              + 2*td / (kd*(np.sqrt(c) + np.sqrt(d))))
    ql, qr = np.sqrt(E_FERMI + energy), np.sqrt(E_FERMI + energy + bias)
    va, vb = np.sqrt(a/masses[0]), np.sqrt(b/masses[0])
    vc, vd = np.sqrt(c/masses[1]), np.sqrt(d/masses[1])
    matching = (4*ql*va/(ql**2 + va**2) * 4*vb*vc/(vb + vc)**2
                * 4*qr*vd/(qr**2 + vd**2))
    return matching * np.exp(-action) / (4*np.pi*spread)


def wave_modes(edges, td, tf=T_FERRO, slices=120):
    """Sliced Schrodinger transmission integrated over transverse modes."""
    k = np.linspace(0, 5.5, 111)
    q = np.sqrt(WAVE**2 * E_FERMI - k**2)
    psi, slope = np.ones_like(k, dtype=complex), 1j*q
    fractions = (np.arange(slices) + 0.5) / slices
    layers = ((td, edges[2], edges[3], MASSES[1]),
              (tf, edges[0], edges[1], MASSES[0]))
    for thickness, first, last, mass in layers:
        if thickness == 0:
            continue
        step = thickness / slices
        for fraction in fractions[::-1]:
            height = first + (last - first)*fraction
            kappa = np.sqrt(WAVE**2 * mass * height + k**2)
            reduced = kappa / mass
            ch, sh = np.cosh(kappa*step), np.sinh(kappa*step)
            psi, slope = ch*psi - sh*slope/reduced, ch*slope - reduced*sh*psi
    transmission = 4 / np.abs(psi + slope/(1j*q))**2
    return simpson(k*transmission/(2*np.pi), x=k)


def pair(td, modes=formula_modes, tf=T_FERRO, screen=SCREEN):
    return np.array([modes(barrier_edges(
        potentials(sign*P0, td, tf, screen)[1]), td, tf) for sign in (1, -1)])


def currents(td, modes=formula_modes):
    return G_SPIN * pair(td, modes) * V_READ * AREA_NM2


def observed_ratio(td, modes=formula_modes):
    on, off = currents(td, modes)
    return (on + BACKGROUND)/(off + BACKGROUND)


def poisson_numeric(p, td, bias=0.0, trapped=0.0):
    """Resolve both Thomas-Fermi metals and both insulating layers."""
    step, ne = 0.002, 600
    nf, nd = round(T_FERRO/step), round(td/step)
    counts = (ne, nf, nd, ne)
    eps = np.repeat([EPS_METAL, EPS_F, EPS_D, EPS_METAL], counts)
    polar = np.repeat([0, p*1e-9/EPS0, 0, 0], counts)
    screening = np.repeat([EPS_METAL/LAMBDA[0]**2, 0, 0,
                           EPS_METAL/LAMBDA[1]**2], counts)
    n = len(eps) + 1
    weight = step*(screening[:-1] + screening[1:])/2
    target = np.where(np.arange(1, n-1) >= ne+nf+nd, bias, 0.0)
    bands, rhs = np.zeros((3, n)), np.zeros(n)
    bands[1, 0] = bands[1, -1] = 1
    rhs[-1] = bias
    bands[1, 1:-1] = (eps[:-1] + eps[1:])/step + weight
    bands[0, 2:] = -eps[1:]/step
    bands[2, :-2] = -eps[:-1]/step
    rhs[1:-1] = weight*target - (polar[1:] - polar[:-1])
    rhs[ne+nf] += trapped*1e-9/EPS0
    phi = solve_banded((1, 1), bands, rhs)
    return phi[[ne, ne+nf, ne+nf+nd]], phi[ne+nf:ne+nf+nd+1]


# Electrostatics, including bias and interface trapping.
for p, td, bias, trapped in ((P0, 1, 0, 0), (-P0, 2, 0.1, 0),
                             (P0, 1, -0.1, -0.016)):
    numeric, _ = poisson_numeric(p, td, bias, trapped)
    formula = potentials(p, td, bias=bias, trapped=trapped)[1]
    assert np.max(abs(numeric - formula)) < 0.001
numeric_edges, insert_potential = poisson_numeric(P0, 1)
assert np.all(insert_potential > 0) and numeric_edges[0] < 0
assert np.ptp(insert_potential) > 0.1
saturation = P0*T_FERRO*1e-9/(EPS0*EPS_F)
far_numeric, _ = poisson_numeric(P0, 60)
assert abs(far_numeric[1]/saturation - 1) < 0.02

# Currents and thickness trends from the wave equation.
thicknesses = np.arange(0, 3.01, 0.25)
wave_currents = np.array([currents(td, wave_modes) for td in thicknesses])
formula_currents = np.array([currents(td) for td in thicknesses])
current_error = np.max(abs(np.log(formula_currents/wave_currents)))
wave_ratios = wave_currents[:, 0]/wave_currents[:, 1]
formula_ratios = formula_currents[:, 0]/formula_currents[:, 1]
ratio_error = np.max(abs(np.log(formula_ratios/wave_ratios)))
assert current_error < 0.15 and ratio_error < 0.06
assert np.all(np.diff(wave_currents, axis=0) < 0)
assert np.all(np.diff(wave_ratios) > 0)
assert np.all(np.diff(wave_currents[:, 0]-wave_currents[:, 1]) < 0)

# Symmetry and thickness controls.
equal = (SCREEN[0], SCREEN[0])
symmetric = pair(0, wave_modes, screen=equal)
symmetric_insert = pair(1, wave_modes, screen=equal)
thicker_ferro = pair(0, wave_modes, tf=T_FERRO+1)
assert abs(symmetric[0]/symmetric[1] - 1) < 1e-7
assert symmetric_insert[0]/symmetric_insert[1] > 2
assert wave_ratios[4] > thicker_ferro[0]/thicker_ferro[1]


def separated_ratios(td, modes):
    flat = barrier_edges(np.zeros(3))
    insert_values, ferro_values = [], []
    for sign in (1, -1):
        full = barrier_edges(potentials(sign*P0, td)[1])
        insert_values.append(modes(np.r_[flat[:2], full[2:]], td))
        ferro_values.append(modes(np.r_[full[:2], flat[2:]], td))
    return (insert_values[0]/insert_values[1],
            ferro_values[0]/ferro_values[1])


insert_only, ferro_only = separated_ratios(1, wave_modes)
assert insert_only > 1 and ferro_only > insert_only
assert abs(np.log(insert_only*ferro_only/wave_ratios[4])) < 0.1
displacement, phi = potentials(P0, 1)
kappa_f, kappa_d = (WAVE*np.sqrt(MASSES[0]*U_F), WAVE*np.sqrt(MASSES[1]*U_D))
linear_f = 2*kappa_f*T_FERRO/U_F*np.mean(phi[:2])
linear_d = 2*kappa_d/U_D*np.mean(phi[1:])
assert abs(linear_f + linear_d - np.log(wave_ratios[4])) < 0.2


def contribution_difference(td):
    insert, ferro = separated_ratios(td, formula_modes)
    return np.log(insert/ferro)


crossover = brentq(contribution_difference, 1, 5)
wave_cross = separated_ratios(crossover, wave_modes)
assert abs(np.log(wave_cross[0]/wave_cross[1])) < 0.1
reverse = SCREEN[::-1]


def reversed_log_ratio(td):
    values = pair(td, screen=reverse)
    return np.log(values[0]/values[1])


cancellation = brentq(reversed_log_ratio, 0.01, 1)
reversed_wave = pair(cancellation, wave_modes, screen=reverse)
assert abs(np.log(reversed_wave[0]/reversed_wave[1])) < 0.06
reversed_one = pair(1, wave_modes, screen=reverse)

# Background-limited optimum by two transmission methods.
best = minimize_scalar(lambda td: -observed_ratio(td), bounds=(0.3, 2.5),
                       method="bounded", options={"xatol": 1e-7}).x
wave_best = minimize_scalar(lambda td: -observed_ratio(td, wave_modes),
                            bounds=(0.3, 2.5), method="bounded",
                            options={"xatol": 1e-4}).x
assert abs(best - wave_best) < 0.03
assert observed_ratio(best) > max(observed_ratio(0), observed_ratio(3))
delta = 0.001
on, off = currents(best)
decay_on, decay_off = -np.log(currents(best+delta)/currents(best-delta))/(2*delta)
background_from_rule = on*off*(decay_off-decay_on)/(decay_on*on-decay_off*off)
assert abs(background_from_rule/BACKGROUND - 1) < 0.01


def finite_current(sign, bias, temperature):
    energy = np.linspace(-0.7, 0.7, 2801)
    thermal = const.k*temperature/Q
    occupation_l = 1/(1 + np.exp(np.clip(energy/thermal, -600, 600)))
    occupation_r = 1/(1 + np.exp(np.clip((energy+bias)/thermal, -600, 600)))
    edges = barrier_edges(potentials(sign*P0, 1, bias=bias)[1])
    modes = formula_modes(edges, 1, energy=energy, bias=bias)
    return G_SPIN*AREA_NM2*simpson((occupation_l-occupation_r)*modes, x=energy)


small_bias = 0.001
small_current = finite_current(1, small_bias, 20)
linear_current = currents(1)[0]*small_bias/V_READ
assert abs(small_current/linear_current - 1) < 0.015
warm_plus = np.array([finite_current(sign, V_READ, TEMPERATURE)
                      for sign in (1, -1)])
warm_minus = np.array([-finite_current(sign, -V_READ, TEMPERATURE)
                       for sign in (1, -1)])

# Sizes of neglected effects.
trap_charge = Q*TRAPS_CM2*1e4
trap_phi = potentials(P0, 1, trapped=-trap_charge)[1]
trap_values = [formula_modes(barrier_edges(potentials(
    sign*P0, 1, trapped=-sign*trap_charge)[1]), 1) for sign in (1, -1)]
heavy = tuple(1.2*mass for mass in MASSES)
heavy_values = np.array([formula_modes(barrier_edges(
    potentials(sign*P0, 1)[1]), 1, masses=heavy) for sign in (1, -1)])


def image_factor(sign):
    x = (np.arange(8000)+0.5)*(T_FERRO+1)/8000
    edges = barrier_edges(potentials(sign*P0, 1)[1])
    inside_f = x < T_FERRO
    height = np.where(inside_f, edges[0]+(edges[1]-edges[0])*x/T_FERRO,
                      edges[2]+(edges[3]-edges[2])*(x-T_FERRO))
    mass = np.where(inside_f, MASSES[0], MASSES[1])
    coulomb = Q/(16*np.pi*EPS0*EPS_OPTICAL)*1e9
    lowered = np.maximum(height-coulomb*(1/x+1/(T_FERRO+1-x)), 0)
    change = np.sqrt(mass*height)-np.sqrt(mass*lowered)
    return np.exp(2*WAVE*np.mean(change)*(T_FERRO+1))


image = np.array([image_factor(1), image_factor(-1)])


def depolarization(td):
    return (P0-potentials(P0, td)[0])/(EPS0*EPS_F)/1e8


retention_limit = brentq(lambda td: depolarization(td)-COERCIVE, 0, 10)
insert_field = displacement/(EPS0*EPS_D)/1e8
one_on, one_off = currents(1)

print(f"Ferroelectric: t={T_FERRO:.1f} nm, P={P0*100:.1f} uC/cm2, eps={EPS_F:.0f}")
print(f"Insert relative permittivity: {EPS_D:.0f}")
print(f"Barriers, ferroelectric/insert: {U_F:.1f}/{U_D:.1f} eV")
print(f"Masses, ferroelectric/insert: {MASSES[0]:.1f}/{MASSES[1]:.1f} m_e")
print(f"Metal screening lengths 1/2: {LAMBDA[0]:.2f}/{LAMBDA[1]:.2f} nm")
print(f"Metal permittivity and Fermi energy: {EPS_METAL:.0f}, {E_FERMI:.1f} eV")
print(f"Area, read voltage: {AREA_UM2:.0f} um2, {V_READ:.1f} V")
print(f"Background current: {BACKGROUND*1e12:.2f} pA")
print("Low-bias formula; columns: t_insert nm, phi_i V, ON pA, OFF pA, R, R_obs")
for td in (0, 0.5, 1, 1.5, 2, 3):
    on_td, off_td = currents(td)
    print(f"  {td:.1f}  {potentials(P0, td)[1][1]:.3f}  {on_td*1e12:.4g}  "
          f"{off_td*1e12:.4g}  {on_td/off_td:.3f}  {observed_ratio(td):.3f}")
print(f"1 nm: displacement D = {displacement*100:.3f} uC/cm2")
print(f"1 nm: phi left/interface/right = {phi[0]:.3f}/{phi[1]:.3f}/{phi[2]:.3f} V")
print(f"Thick-insert limit of interface potential: {saturation:.3f} V")
print(f"Flat-barrier kappa f/d: {kappa_f:.3f}/{kappa_d:.3f} 1/nm")
print(f"1 nm: first-order ln R, ferro/insert: {linear_f:.3f}/{linear_d:.3f}")
print(f"1 nm wave calculation: ON={wave_currents[4,0]*1e12:.3f} pA, R={wave_ratios[4]:.3f}")
print(f"1 nm wave R, insert shift only: {insert_only:.3f}")
print(f"1 nm wave R, ferroelectric shift only: {ferro_only:.3f}")
print(f"Equal shift contributions at insert thickness: {crossover:.2f} nm")
print(f"Equal metals, wave R without insert: {symmetric[0]/symmetric[1]:.6f}")
print(f"Equal metals, wave R with 1 nm insert: {symmetric_insert[0]/symmetric_insert[1]:.3f}")
print(f"1 nm extra ferroelectric instead, wave R: {thicker_ferro[0]/thicker_ferro[1]:.3f}")
print(f"Insert by metal 1: R=1 at {cancellation:.3f} nm")
print(f"Insert by metal 1, 1 nm: wave R={reversed_one[0]/reversed_one[1]:.3f}")
print(f"Best thickness, formula/wave: {best:.3f}/{wave_best:.3f} nm")
print(f"At best: ON={on*1e12:.3f} pA, OFF={off*1e12:.3f} pA")
print(f"At best: intrinsic R={on/off:.3f}, observed R={observed_ratio(best):.3f}")
print(f"At best: decay ON/OFF = {decay_on:.3f}/{decay_off:.3f} 1/nm")
print(f"Largest formula error in ln current/ln R: {current_error:.3f}/{ratio_error:.3f}")
print(f"300 K, +0.1 V, 1 nm: ON={warm_plus[0]*1e12:.3f} pA, R={warm_plus[0]/warm_plus[1]:.3f}")
print(f"300 K, -0.1 V, 1 nm: ON={warm_minus[0]*1e12:.3f} pA, R={warm_minus[0]/warm_minus[1]:.3f}")
print(f"Image force, optical eps={EPS_OPTICAL:.0f}: ON factor={image[0]:.3f}")
print(f"Image force, 1 nm: R={one_on/one_off*image[0]/image[1]:.3f}")
print(f"Trapped density {TRAPS_CM2:.1e} cm^-2: phi_i={trap_phi[1]:.3f} V")
print(f"With those traps, 1 nm: R={trap_values[0]/trap_values[1]:.3f}")
print(f"Masses +20%, 1 nm: ON factor={heavy_values[0]/pair(1)[0]:.4f}")
print(f"Masses +20%, 1 nm: R={heavy_values[0]/heavy_values[1]:.3f}")
print(f"1 nm: zero-bias insert field = {insert_field:.3f} MV/cm")
print(f"Depolarization field at 0/1 nm: {depolarization(0):.3f}/{depolarization(1):.3f} MV/cm")
print(f"Rough coercive field {COERCIVE:.1f} MV/cm reached at {retention_limit:.2f} nm")
print("finished without a failed check")
```

It prints:

```
Ferroelectric: t=3.0 nm, P=5.0 uC/cm2, eps=30
Insert relative permittivity: 9
Barriers, ferroelectric/insert: 2.0/3.0 eV
Masses, ferroelectric/insert: 0.2/0.3 m_e
Metal screening lengths 1/2: 0.04/0.10 nm
Metal permittivity and Fermi energy: 2, 5.0 eV
Area, read voltage: 100 um2, 0.1 V
Background current: 0.10 pA
Low-bias formula; columns: t_insert nm, phi_i V, ON pA, OFF pA, R, R_obs
  0.0  0.166  1.082e+06  6.781e+05  1.595  1.595
  0.5  0.264  1.16e+04  3135  3.701  3.701
  1.0  0.324  116.7  15.78  7.395  7.355
  1.5  0.363  1.139  0.08318  13.698  6.766
  2.0  0.392  0.01095  0.0004511  24.285  1.105
  3.0  0.430  9.916e-07  1.399e-08  70.879  1.000
1 nm: displacement D = 1.779 uC/cm2
1 nm: phi left/interface/right = -0.040/0.324/0.100 V
Thick-insert limit of interface potential: 0.565 V
Flat-barrier kappa f/d: 3.240/4.860 1/nm
1 nm: first-order ln R, ferro/insert: 1.378/0.687
1 nm wave calculation: ON=118.735 pA, R=7.472
1 nm wave R, insert shift only: 1.989
1 nm wave R, ferroelectric shift only: 3.755
Equal shift contributions at insert thickness: 2.36 nm
Equal metals, wave R without insert: 1.000000
Equal metals, wave R with 1 nm insert: 5.543
1 nm extra ferroelectric instead, wave R: 2.040
Insert by metal 1: R=1 at 0.234 nm
Insert by metal 1, 1 nm: wave R=3.449
Best thickness, formula/wave: 1.299/1.300 nm
At best: ON=7.317 pA, OFF=0.680 pA
At best: intrinsic R=10.767, observed R=9.514
At best: decay ON/OFF = 9.263/10.483 1/nm
Largest formula error in ln current/ln R: 0.021/0.012
300 K, +0.1 V, 1 nm: ON=113.116 pA, R=7.424
300 K, -0.1 V, 1 nm: ON=138.732 pA, R=7.500
Image force, optical eps=4: ON factor=8.224
Image force, 1 nm: R=7.919
Trapped density 1.0e+13 cm^-2: phi_i=0.199 V
With those traps, 1 nm: R=2.875
Masses +20%, 1 nm: ON factor=0.0790
Masses +20%, 1 nm: R=8.998
1 nm: zero-bias insert field = 2.232 MV/cm
Depolarization field at 0/1 nm: 0.775/1.213 MV/cm
Rough coercive field 1.5 MV/cm reached at 2.90 nm
finished without a failed check
```
